\section*{Electrical Bias and the Thermal Time Constant of a Metal Line}

\section{One line, one temperature, two time constants}

A copper line carries 1.00 A at 1.40 V and sits 51.4 K above its heat sink. Disturb its temperature slightly and let it recover. If the source holds the current fixed, the disturbance decays with a time constant of 9.12 $\mu$s. If the source holds the voltage fixed, the time constant is 6.51 $\mu$s. The metal, the heat path, the temperature and the dissipated power are the same in both cases. What differs is how the power responds when the temperature moves.

The line is 10 $\mu$m wide, 3 $\mu$m thick and 2 mm long, on 1 $\mu$m of silicon dioxide over silicon. The top of the silicon is taken to stay at the sink temperature $T_0=300$ K. Let $\theta=T-T_0$ be the temperature rise of the line, assumed uniform, $C$ its heat capacity and $G$ the thermal conductance to the sink. Both $C$ and $G$ are taken as constant.

With rough typical material data, the metal volume is $6.0\times10^{-14}$ m$^3$ and
\begin{equation}
C=(3.45\times10^{6})(6.0\times10^{-14})\ \mathrm{J/K}=207\ \mathrm{nJ/K}.
\end{equation}
The oxide and the metal/oxide interface are thermal resistances in series over the area $2.0\times10^{-8}$ m$^2$:
\begin{equation}
G=\frac{2.0\times10^{-8}}{10^{-6}/1.4+2\times10^{-8}}\ \mathrm{W/K}=27.24\ \mathrm{mW/K}.
\end{equation}
The interface supplies 2.7\% of the total thermal resistance.

\section{Simplest case: fixed power}

Heat that enters and does not leave is stored, so for a power $P$
\begin{equation}
C\frac{d\theta}{dt}=P-G\theta .
\label{balance}
\end{equation}
Suppose first that $P$ is a constant. The steady rise $\theta_s$ satisfies $P=G\theta_s$. Put $\theta=\theta_s+\delta$:
\begin{equation}
C\frac{d\delta}{dt}=P-G\theta_s-G\delta=-G\delta .
\end{equation}
Therefore $\delta\propto e^{-t/\tau_0}$ with
\begin{equation}
\tau_0=\frac{C}{G}=\frac{207\ \mathrm{nJ/K}}{27.24\ \mathrm{mW/K}}=7.60\ \mu\mathrm{s}.
\end{equation}
This is the reference against which ``longer'' and ``shorter'' are measured. The two times in the opening lie on either side of it.

\section{Power that depends on temperature}

Now let the power depend on temperature, $P=P(\theta)$, with the electrical source setting held fixed. The electrical response is taken as instantaneous. Near the operating point,
\begin{equation}
P(\theta_s+\delta)=P(\theta_s)+F\delta+O(\delta^2),\qquad
F=\left.\frac{dP}{d\theta}\right|_{\theta_s}.
\end{equation}
Insert this in (\ref{balance}). The zeroth-order terms cancel because $P(\theta_s)=G\theta_s$, and to first order
\begin{equation}
C\frac{d\delta}{dt}=-(G-F)\,\delta,\qquad \tau=\frac{C}{G-F}.
\label{tau}
\end{equation}
The operating point is stable if $F<G$. For $F=0$ the fixed-power result returns. A positive $F$ lengthens the time constant: a warmer line produces more heat, which opposes its recovery. A negative $F$ shortens it.

The sign of $F$ follows from the resistance. Take
\begin{equation}
R(\theta)=R_0(1+\alpha\theta),\qquad \frac{dR}{d\theta}=\alpha R_0,
\end{equation}
where $R_0$ is the resistance at the sink temperature and $\alpha>0$. Below, $R$, $I$ and $V=IR$ without arguments denote values at the operating point.

\paragraph{Fixed current.} Here $P=I^2R(\theta)$, so
\begin{equation}
F_I=I^2\frac{dR}{d\theta}=+\alpha R_0I^2 .
\end{equation}

\paragraph{Fixed voltage.} Here $P=V^2/R(\theta)$, so
\begin{equation}
F_V=-\frac{V^2}{R^2}\frac{dR}{d\theta}=-\alpha R_0I^2 ,
\end{equation}
where the last step uses $V/R=I$. At a shared operating point the two slopes are equal and opposite. A warmer line has a larger resistance. A fixed current then delivers more power, while a fixed voltage drives less current and delivers less power.

Both slopes can be written in terms of the resistance ratio. The steady balance $I^2R=G\theta_s$ gives $I^2=G\theta_s/R$, hence
\begin{equation}
\frac{\alpha R_0I^2}{G}=\frac{\alpha R_0\theta_s}{R}=\frac{R-R_0}{R}.
\end{equation}
Substitution in (\ref{tau}) gives
\begin{align}
\tau_I&=\frac{\tau_0}{1-(R-R_0)/R}=\tau_0\frac{R}{R_0},
\label{tauI}\\
\tau_V&=\frac{\tau_0}{1+(R-R_0)/R}=\tau_0\frac{R}{2R-R_0}.
\label{tauV}
\end{align}
For $\alpha>0$ and nonzero power, $R>R_0$. Then $R/R_0>1$, and $2R-R_0>R$, so
\begin{equation}
\tau_V<\tau_0<\tau_I .
\end{equation}

\paragraph{Limits.} For weak heating, $\alpha\theta_s\ll1$, the results become $\tau_I\simeq\tau_0(1+\alpha\theta_s)$ and $\tau_V\simeq\tau_0(1-\alpha\theta_s)$: the shifts are symmetric to first order. For strong heating within this model, $R/R_0\to\infty$, $\tau_I$ grows without bound while $\tau_V$ tends to $\tau_0/2$. If $\alpha<0$, then $R<R_0$ and the order reverses. The fixed-voltage state is then stable only for $R>R_0/2$.

\section{The numbers}

With a resistivity of 1.75 $\mu\Omega$\,cm and $\alpha=0.0039$ K$^{-1}$, the cold resistance is $R_0=1.1667\ \Omega$. At 1.00 A the feedback slope has magnitude
\begin{equation}
\alpha R_0I^2=(0.0039)(1.1667)(1.00)^2\ \mathrm{W/K}=4.55\ \mathrm{mW/K}.
\end{equation}
The steady balance $I^2R_0(1+\alpha\theta_s)=G\theta_s$ is linear in $\theta_s$:
\begin{equation}
\theta_s=\frac{I^2R_0}{G-\alpha R_0I^2}
=\frac{1.1667\ \mathrm{W}}{(27.24-4.55)\ \mathrm{mW/K}}=51.4\ \mathrm{K}.
\end{equation}
Hence $R/R_0=1.2006$, and
\begin{align}
\tau_I&=7.60\times1.2006\ \mu\mathrm{s}=9.12\ \mu\mathrm{s},\\
\tau_V&=7.60\times\frac{1.2006}{1.4012}\ \mu\mathrm{s}=6.51\ \mu\mathrm{s}.
\end{align}
As a test of the linearization, the full nonlinear balance was integrated from a displacement of 0.01 K. The decay times found were 9.124 and 6.512 $\mu$s, equal to the formulas at the digits printed.

Another way to disturb the line shows where the difference comes from. Apply a small constant extra heat input $q$ from outside. Then
\begin{equation}
C\frac{d\delta}{dt}=q-(G-F)\delta .
\end{equation}
At $t=0$, when $\delta=0$, the slope is $q/C$ for either bias. The final rise is $q/(G-F)$. For $q=1$ mW it is 44.1 mK at fixed current and 31.5 mK at fixed voltage. The line starts to warm equally fast in both cases but has further to go at fixed current. Feedback changes the effective thermal conductance and leaves the heat capacity alone.

\section{Between the two biases: a series resistor}

A voltage source with internal resistance lies between the two ideal sources. Let a fixed voltage $V_s$ feed the line through a temperature-independent resistance $R_s$, with $V_s=I(R+R_s)$ so that the operating point is unchanged. The power in the line is
\begin{equation}
P=\frac{V_s^2R(\theta)}{[R(\theta)+R_s]^2}.
\end{equation}
Differentiate with respect to the line resistance:
\begin{align}
\frac{dP}{dR}&=V_s^2\,\frac{(R+R_s)^2-2R(R+R_s)}{(R+R_s)^4}
=V_s^2\,\frac{R_s-R}{(R+R_s)^3}\nonumber\\
&=I^2\,\frac{R_s-R}{R_s+R}.
\end{align}
Multiplication by $dR/d\theta=\alpha R_0$ gives
\begin{equation}
F=\alpha R_0I^2\,\frac{R_s-R}{R_s+R}.
\end{equation}
For $R_s=0$ this is $F_V$, and for $R_s\to\infty$ it is $F_I$. At $R_s=R$ it vanishes. This is the matched condition, where the power delivered to the line is stationary with respect to its resistance, so the time constant is $\tau_0$. The nonlinear balance with a matched resistor gives 7.600 $\mu$s, as expected.

A 50 $\Omega$ source feeding this 1.40 $\Omega$ line gives 9.0 $\mu$s, about 1\% below the fixed-current value. Although it may be labelled a voltage source, to this line it acts almost as a current source.

\section{Large signals: switching on from cold}

Linearization covers small disturbances. Switching on from $\theta=0$ is a large one, and the two biases behave differently.

At fixed current the balance is already linear in $\theta$:
\begin{equation}
C\frac{d\theta}{dt}=I^2R_0-(G-\alpha R_0I^2)\theta .
\end{equation}
Its solution from cold is $\theta=\theta_s(1-e^{-t/\tau_I})$, an exponential at any amplitude for which $R(\theta)$ stays linear. A steady state requires
\begin{equation}
I^2<\frac{G}{\alpha R_0},\qquad\text{here } I<2.45\ \mathrm{A}.
\end{equation}
This is not a safe operating limit. The predicted $\theta_s$ diverges as the current approaches it, so the assumptions of constant $G$ and linear $R$, and the metal itself, fail earlier.

At fixed voltage, use the steady condition $V^2/R_0=G\theta_s(1+\alpha\theta_s)$ to eliminate $V$, and divide the balance by $G$:
\begin{align}
\tau_0\frac{d\theta}{dt}
&=\frac{\theta_s(1+\alpha\theta_s)}{1+\alpha\theta}-\theta
=\frac{\theta_s-\theta+\alpha(\theta_s^2-\theta^2)}{1+\alpha\theta}\nonumber\\
&=(\theta_s-\theta)\left[1+\frac{\alpha\theta_s}{1+\alpha\theta}\right].
\end{align}
The bracket divided by $\tau_0$ is the instantaneous rate at which the gap $\theta_s-\theta$ closes. At $\theta=0$ it corresponds to a time $\tau_0/(1+\alpha\theta_s)=7.60/1.2006=6.33\ \mu$s. As the line warms, the bracket falls and the time rises to $\tau_V=6.51\ \mu$s. The 63.2\% turn-on time must lie between these values, and numerical integration gives 6.40 $\mu$s. For fixed current the same measure gives $\tau_I$, 9.12 $\mu$s.

\section{Temperature that varies along the line}

The fixed-voltage result needs a qualification once $\theta$ may depend on position $x$. Let the ends be thermally insulated, so that the steady state is still uniform, and let $D$ be the thermal diffusivity of the metal. The same current flows through every part of the line. Write $\delta(x,t)$ for the disturbance and $\bar\delta$ for its average over the length $L$.

The total resistance changes by $\delta R=\alpha R_0\bar\delta$. At fixed voltage, $I=V/R$ gives
\begin{equation}
\delta I=-\frac{V}{R^2}\,\delta R=-I\,\frac{\alpha R_0\bar\delta}{R}.
\end{equation}
The power per unit length is $I^2r$, with $r=R/L$ in the steady state and $\delta r=\alpha R_0\delta/L$. Its change, multiplied by $L$, is
\begin{equation}
L\,(I^2\delta r+2Ir\,\delta I)=\alpha R_0I^2\,(\delta-2\bar\delta).
\end{equation}
The first term is local heating at the existing current. The second is the reduction of the current everywhere. The linear equation becomes
\begin{equation}
C\frac{\partial\delta}{\partial t}=CD\frac{\partial^2\delta}{\partial x^2}-G\delta+\alpha R_0I^2(\delta-2\bar\delta).
\end{equation}
For a uniform disturbance $\bar\delta=\delta$, the feedback is $-\alpha R_0I^2\delta$, and $\tau_V$ returns. For $\delta\propto\cos(m\pi x/L)$ with $m=1,2,\dots$, the average vanishes and the decay rate is
\begin{equation}
\frac{1}{\tau_m}=\frac{1}{\tau_I}+D\left(\frac{m\pi}{L}\right)^2 .
\end{equation}
If one half of the line is warmer and the other equally cooler, the total resistance and the current do not change. The warm half still produces extra heat, even though the voltage is fixed. The slowest such mode decays in 9.10 $\mu$s, close to $\tau_I$, because diffusion over 2 mm is slow on this time scale. Voltage bias therefore shortens the decay of the average temperature, which is what the total resistance records. It does not speed up the decay of every temperature pattern.

\section{What the model leaves out}

The parameters describe a thick copper test line. The current density, 3.33 MA/cm$^2$, is high for continuous service and closer to a deliberate self-heating test. The following estimates are made one at a time for this line.

For a line with no dielectric on its top and sides, as assumed here, \emph{silicon heating} is the largest omission in the temperature rise. With the full steady power applied from the start and the back of a 500 $\mu$m wafer held at the sink temperature, the silicon surface under the line warms by 4.5 K after one $\tau_0$. In the steady state it warms by 9.0 K if the line is treated as infinitely long, and by about 8.6 K, averaged over the footprint, for the actual 2 mm length. The value for the actual length is about 17\% of the 51.4 K found for the line. The rest of this rise arrives later, as a slow tail that is not a single exponential. A time constant fitted to a measured transient would thus depend on the time window. These figures use the power of the lumped model. Placed in series with $1/G=36.7$ K/W, the steady silicon resistance $8.6/1.40\simeq6.1$ K/W lowers the conductance to 23.3 mW/K, and at 1.00 A the line then settles about 62 K above the sink. At the same current, a small disturbance falls to $1/e$ in about 10.1 $\mu$s at fixed current and 7.0 $\mu$s at fixed voltage, so both times lengthen and their order is kept.

\emph{Sideways spreading} in the oxide adds 8.8\% to its conductance when the line and the oxide surface beside it are bare, which lowers $\tau_0$ by about 8\%. A covering dielectric also carries heat from the sidewalls: the steady gain is about 22\% for a 1 $\mu$m oxide cap and about 40\% for a line fully embedded in oxide, enough to rival or exceed the effect of silicon heating, with the opposite sign. \emph{Heat stored in the oxide} raises the slowest decay times to 9.59 and 6.84 $\mu$s for fixed current and voltage, about 5\% each. With \emph{ends held at the sink temperature}, and both biases set to the same steady profile at 1.00 A, the change in total resistance caused by an initially uniform temperature disturbance falls to $1/e$ in about 8.8 and 6.3 $\mu$s for fixed current and voltage. In these last two calculations the fixed-current time remains the longer.

\emph{Oxide conductivity} rises by roughly 5\% between the sink and line temperatures. The conductance in (\ref{tau}) must then be the slope of heat flow against temperature, which is larger by about that amount. At an unchanged current this gives $207/(28.5-4.55)\simeq8.6\ \mu$s and $207/(28.5+4.55)\simeq6.3\ \mu$s. Formulas (\ref{tauI}) and (\ref{tauV}) no longer hold as written, since they used $P=G\theta_s$ with constant $G$, but (\ref{tau}) does.

Two assumptions are comfortable here. The Biot number, which compares the thermal resistance across the metal thickness with that of the path to the sink, is 0.01, so the cross-section is nearly isothermal. With an assumed inductance of about 1 nH per millimetre, or 2 nH for the line, the inductive delay (inductance divided by $R$) is about 1.4 ns, far below the thermal times.

The lumped picture does not carry over to much thinner lines on the same oxide. Per unit area, 1 $\mu$m of oxide has a heat capacity of 1.65 J/(m$^2$\,K), against 10.35 for 3 $\mu$m of copper but only 0.345 for 0.1 $\mu$m. In the thin case the dielectric holds most of the heat capacity, and its internal diffusion must be solved together with the line. The numerical output below lists the inputs and results for the thick line.

\section*{Computed values}
\begin{verbatim}
Line width, thickness: 10, 3 um
Line length: 2 mm
Oxide thickness: 1 um
Copper resistivity at sink temperature: 1.75 uohm cm
Temperature coefficient alpha: 0.0039 1/K
Copper conductivity: 390 W/(m K)
Copper heat capacity: 3.45 J/(cm3 K)
Oxide conductivity: 1.4 W/(m K)
Oxide heat capacity: 1.65 J/(cm3 K)
Interface resistance: 2.0e-08 m2 K/W
Interface share of thermal resistance: 2.7 %
Sink temperature: 300 K
Current: 1.00 A
Current density: 3.33 MA/cm2
Cold resistance R0: 1.1667 ohm
Thermal conductance G: 27.24 mW/K
Heat capacity C: 207.0 nJ/K
Operating rise theta: 51.42 K
Line temperature: 351.4 K
Operating resistance R: 1.4006 ohm
Ratio R/R0: 1.2006
Voltage: 1.4006 V
Power: 1.4006 W
Feedback slope, constant current: 4.550 mW/K
Feedback slope, constant voltage: -4.550 mW/K
tau0 = C/G: 7.600 us
tau_I formula: 9.124 us
tau_I from nonlinear balance: 9.124 us
tau_V formula: 6.512 us
tau_V from nonlinear balance: 6.512 us
Ratio tau_I/tau_V: 1.4011
Final rise for 1 mW extra, current bias: 44.08 mK
Final rise for 1 mW extra, voltage bias: 31.46 mK
Time constant with matched series resistor: 7.600 us
Time constant with 50 ohm source: 9.025 us
Turn-on 63.2 % time, current bias: 9.124 us
Turn-on 63.2 % time, voltage bias: 6.403 us
Steady-state current limit, linear R: 2.45 A
Slowest uneven mode at constant voltage: 9.101 us
Thermal healing length: 29.3 um
With cold ends, 1/e time, current bias: 8.796 us
With cold ends, 1/e time, voltage bias: 6.328 us
With oxide heat storage, current bias: 9.587 us
With oxide heat storage, voltage bias: 6.844 us
Added conductance by sideways spreading: 8.8 %
Silicon conductivity: 140 W/(m K)
Silicon wafer thickness: 500 um
Silicon surface rise after one tau0: 4.5 K
Silicon surface rise, steady: 9.0 K
Biot number across metal thickness: 0.0105
Oxide conductivity gain at line temp.: 5.1 %
Inductive delay L/R: 1.4 ns
\end{verbatim}
